# Plane-wave cutoff error of a non-relativistic hydrogen-like atom, part 2

One electron moves around a fixed point nucleus of charge $Z$, without relativity. In Hartree atomic units (energy in Ha, length in bohr, momentum in bohr$^{-1}$), $H=T+V$, $T=p^2/2$, $V=-Z/r$. The lowest energy using all plane waves with $p\le K$ is $E_K$; the exact ground energy is $E=-Z^2/2$. Put $E_{\rm cut}=K^2/2$, $\Delta E=E_K-E$, $\kappa=K/Z$. A cell of volume $\Omega$ holds $N=\Omega K^3/(6\pi^2)$ such waves. "The program" is the accompanying numerical check.

(a) Near the nucleus $\psi=\psi_0+\psi_1r+\dots$, with cusp condition $\psi_1=-Z\psi_0$. The momentum function is

$$\varphi(p)=(2\pi)^{-3/2}\,\frac{4\pi}{p}\int_0^\infty u(r)\sin(pr)\,dr,\qquad u(r)=r\psi(r).\tag{1}$$

The integral has the large-$p$ series $u(0)/p-u''(0)/p^3+u''''(0)/p^5-\dots$, giving

$$\varphi(p)=\frac{A}{p^4}\left[1+O(Z^2/p^2)\right],\qquad A=\frac{8\pi Z\psi_0}{(2\pi)^{3/2}},\qquad A^2=\frac{64\pi^2Z^2\psi_0^2}{8\pi^3}=\frac{8Z^2\psi_0^2}{\pi}.\tag{2}$$

(b) $P$ projects on $p\le K$, $Q=1-P$, $h=H-E$, $\langle X\rangle_Q=\langle Q\psi|X|Q\psi\rangle$, $w=PVQ\psi$, and $G$ inverts $h-\Delta E$ on the $P$ space orthogonal to $P\psi$. Exactly,

$$D_0\equiv\langle P\psi|h|P\psi\rangle=\langle\psi-Q\psi|h|\psi-Q\psi\rangle=\langle Q\psi|h|Q\psi\rangle .\tag{4}$$

$$\Delta E\,\bigl(1-\|Q\psi\|^2\bigr)=\langle T-E\rangle_Q+\langle V\rangle_Q-\langle w|G|w\rangle ,\tag{5}$$

The last term is the relaxation energy. Truncating $\psi$ to $P\psi$ raises the potential energy by $2\langle T-E\rangle_Q+\langle V\rangle_Q$; matrices for hydrogen at $K=80$ give $1.9875$ in units of (7).

$$T_Q=\int_K^\infty\frac{p^2}{2}\,\frac{A^2}{p^8}\,4\pi p^2dp=2\pi A^2\int_K^\infty\frac{dp}{p^4}=\frac{2\pi A^2}{3K^3}=\frac{16Z^2\psi_0^2}{3K^3}.\tag{6}$$

$$\Delta E\simeq\frac{16}{3\pi}\frac{Z^5}{K^3}=\frac{4\sqrt2}{3\pi}\,Z^5E_{\rm cut}^{-3/2}=1.69765\,\frac{Z^5}{K^3}=0.60021\,Z^5E_{\rm cut}^{-3/2}\qquad(\kappa\gg1).\tag{7}$$

$$\Delta E(Z,K)=Z^2\,\varepsilon(K/Z)\tag{8}$$

Here $\varepsilon$ is the hydrogen error.

(c) The corrections are

$$\langle V\rangle_Q=-\frac{2ZA^2}{K^4}=-\frac{16Z^6}{\pi^2K^4},\qquad\frac{\langle V\rangle_Q}{T_Q}=-\frac{2Z}{K^4}\cdot\frac{3K^3}{2\pi}=-\frac{3}{\pi\kappa}.\tag{11}$$

$$\langle w|G_0|w\rangle=4\pi\int_0^Kp^2\,\frac{2}{p^2}\,w^2dp=8\pi\,\frac{Z^2A^2}{\pi^2K^6}\,KJ=\frac{64J}{\pi^3}\frac{Z^7}{K^5},\qquad J=\int_0^1g^2dt=0.54396 .\tag{13}$$

Here $G_0=2/p^2$ approximates $G$ and $w(Kt)=-ZA\,g(t)/(\pi K^3)$; the relative correction to (13) is positive, of order $\ln\kappa/\kappa$. Altogether

$$\Delta E=\frac{16Z^5}{3\pi K^3}\,b(\kappa),\qquad b(\kappa)=1+\frac{c_1}{\kappa}+\frac{c_2}{\kappa^2}+O\!\left(\frac{\ln\kappa}{\kappa^3}\right),\tag{14}$$

$$c_1=-\frac3\pi=-0.95493,\qquad c_2=-\frac95-\frac{12J}{\pi^2}=-2.46138 .$$

It remains to test these results and to answer (d): which cutoff gives $\Delta E=1$ mHa for hydrogen and for Cr$^{23+}$ ($Z=24$)?

### Comparison with diagonalisation

The spherical average of a plane wave of momentum $k$ is $\sin(kr)/(kr)$, so the s-wave part of the truncated space is spanned by radial functions $u=\sin(kr)$ with $k\le K$. In a sphere of radius $R$ with $u(R)=0$ the orthonormal set is $(2/R)^{1/2}\sin(k_nr)$, $k_n=n\pi/R$, $n=1,\dots,N$, and the radial Hamiltonian is $-\tfrac12d^2/dr^2-Z/r$. The kinetic matrix is diagonal with entries $k_n^2/2$. The identity $2\sin\alpha\sin\beta=[1-\cos(\alpha+\beta)]-[1-\cos(\alpha-\beta)]$ gives

$$V_{nm}=-\frac ZR\Bigl[{\rm Cin}\bigl((n+m)\pi\bigr)-{\rm Cin}\bigl(|n-m|\pi\bigr)\Bigr],\qquad{\rm Cin}(x)=\int_0^x\frac{1-\cos s}{s}\,ds .$$

With $R$ near $30/Z$ bohr the wall changes the energy by $e^{-2ZR}$ times a power of $ZR$, far below the errors studied. The cutoff that belongs to $N$ functions is $K=(N+\tfrac12)\delta$ with $\delta=\pi/R$. Each omitted $k_n$ is the midpoint of an interval of width $\delta$, on which $\int f\,dp=\delta f(k_n)+\delta^3f''/24+\dots$, and these intervals begin at $(N+\tfrac12)\delta$. Summing, $\delta\sum_{n>N}f(k_n)=\int_K^\infty f\,dp+\delta^2f'(K)/24$. For $f=p^{-4}$ the correction is $-\delta^2/(6K^5)$, which is $-\delta^2/(2K^2)$ relative to the integral $1/(3K^3)$ and is small against $c_2/\kappa^2$ when $\delta\ll Z$. It still reaches the last digit quoted at the smallest cutoffs. For hydrogen with $R\approx30$ bohr it lowers the matrix error by a relative $5\times10^{-5}$ near $K=10$ bohr$^{-1}$, so in the limit $R\to\infty$ the value $1.4934\times10^{-3}$ Ha of the table below becomes $1.4935\times10^{-3}$ Ha, and the value $9.9955\times10^{-4}$ Ha in (d) becomes $9.9960\times10^{-4}$ Ha.

The results for hydrogen follow, with $K$ in bohr$^{-1}$ and energies in Ha. The last column is (14) with three terms in $b$.

| $K$ | $E_{\rm cut}$ | $N$ | $\Delta E$, matrix | leading (7) | three terms |
|---|---|---|---|---|---|
| 10 | 50 | 95 | $1.4934\times10^{-3}$ | $1.6977\times10^{-3}$ | $1.4938\times10^{-3}$ |
| 20 | 200 | 190 | $2.0071\times10^{-4}$ | $2.1221\times10^{-4}$ | $2.0077\times10^{-4}$ |
| 40 | 800 | 381 | $2.5850\times10^{-5}$ | $2.6526\times10^{-5}$ | $2.5852\times10^{-5}$ |
| 80 | 3200 | 763 | $3.2748\times10^{-6}$ | $3.3157\times10^{-6}$ | $3.2749\times10^{-6}$ |

The program asserts for every row that the matrix result divided by the leading term differs from the three-term $b$ by less than $5\ln\kappa/\kappa^3$. Between $K=40$ and 80 the exponent of $E_{\rm cut}$ is $-1.4903$, slightly less steep than $-3/2$ as derived above.

The separate terms of (5), in Ha, are given next. The first two come from quadrature with the exact $\varphi$. The relaxation is the Rayleigh quotient of the truncated exact state minus the lowest eigenvalue, and the last column is its ratio to (13).

| $K$ | $\langle T-E\rangle_Q$ | $\langle V\rangle_Q$ | relaxation | ratio |
|---|---|---|---|---|
| 10 | $1.6675\times10^{-3}$ | $-1.5857\times10^{-4}$ | $1.545\times10^{-5}$ | 1.376 |
| 20 | $2.1126\times10^{-4}$ | $-1.0076\times10^{-5}$ | $4.655\times10^{-7}$ | 1.327 |
| 40 | $2.6496\times10^{-5}$ | $-6.3238\times10^{-7}$ | $1.341\times10^{-8}$ | 1.223 |
| 80 | $3.3148\times10^{-6}$ | $-3.9565\times10^{-8}$ | $3.899\times10^{-10}$ | 1.138 |

At $K=20$ the budget is $2.1126\times10^{-4}-0.1008\times10^{-4}-0.0047\times10^{-4}=2.007\times10^{-4}$ Ha, the matrix value, and the tail weight $\|Q\psi\|^2=6.3\times10^{-7}$ plays no part at this accuracy. At $K=80$ the predicted rise of the potential energy is $(2\times3.3148-0.0396)/3.3157=1.9875$ in units of the leading term, the value found from the matrices in (b). The program asserts identity (4), matrix elements on the left against quadrature on the right, to $2\times10^{-4}$ relative to the right side in all four cases.

The ratio in the last column approaches 1 slowly and from above, as a positive correction of order $\ln\kappa/\kappa$ requires. It also shows that the close agreement of the three-term law at $K=10$ owes something to cancellation. There the relaxation exceeds (13) by $1.545\times10^{-5}-1.123\times10^{-5}\approx0.42\times10^{-5}$ Ha, which lowers $\Delta E$. The value of $\langle V\rangle_Q$ from (11) is $-0.095493\times1.6977\times10^{-3}=-1.621\times10^{-4}$ Ha, and the exact $-1.586\times10^{-4}$ Ha lies above it by about $0.35\times10^{-5}$ Ha, which raises $\Delta E$. Each neglected piece is roughly ten times the difference of $0.04\times10^{-5}$ Ha between the rounded entries of the first table, and more than ten times the $0.02\times10^{-5}$ Ha that remains once the midpoint error is removed.

The dependence on $Z$ was computed in the one basis of the row $K=80$, changing only the charge. For $Z=2$ the error is $1.0340\times10^{-4}$ Ha against a leading term of $1.0610\times10^{-4}$ Ha, and for $Z=3$ it is $7.7396\times10^{-4}$ Ha against $8.0572\times10^{-4}$ Ha. Both satisfy the same asserted window around (14). The exponent of $Z$ between 1 and 2 is 4.9807. The scaling law (8) predicts $\Delta E(2,80)=4\,\varepsilon(40)=4\times2.5850\times10^{-5}=1.0340\times10^{-4}$ Ha, in agreement.

A three-dimensional calculation tests the reduction to radial functions. The atom sits in a periodic cube of side $L=16$ bohr, with the potential set to zero beyond $R_c=L/2$ so that the potentials of neighbouring images do not overlap. The Fourier coefficients of this potential are $-(Z/\Omega)(4\pi/G)\int_0^{R_c}\sin(Gr)\,dr=-4\pi Z(1-\cos GR_c)/(\Omega G^2)$, with the limit $-2\pi ZR_c^2/\Omega$ at $G=0$. The number of lattice vectors inside the sphere changes in steps, and so does the energy. All vectors near the sphere carry nearly the same share of the tail sum, so a surplus or deficit of vectors acts to first order like a shift of the radius, and the cutoff to use is $K_{\rm eff}=(6\pi^2N/\Omega)^{1/3}$. At $E_{\rm cut}=18$ Ha there are 14939 plane waves, $K_{\rm eff}=5.9998$ bohr$^{-1}$, and $\Delta E=6.123\times10^{-3}$ Ha against $6.125\times10^{-3}$ Ha from the radial basis. At 32 Ha there are 35513 plane waves, $K_{\rm eff}=8.0074$ bohr$^{-1}$, and the values are $2.786\times10^{-3}$ and $2.789\times10^{-3}$ Ha. The asserted tolerance is 1.5% of the radial value. In both cases $K_{\rm eff}$ is so close to $K$ that a test at this tolerance does not discriminate between them. The three-dimensional values lie lower by a few $10^{-6}$ Ha. Several effects may contribute and were not separated: the overlap of wave functions on neighbouring images, residual lattice counting, the cut of the potential at $R_c$, which at first order raises the energy by $\int_{R_c}^\infty4re^{-2r}dr=(L+1)e^{-L}=1.9\times10^{-6}$ Ha, and the midpoint error of the radial basis, which lowers the radial value by about $10^{-6}$ Ha at $K=6$ bohr$^{-1}$. The leading law gives $7.86\times10^{-3}$ and $3.31\times10^{-3}$ Ha here, well above the computed errors, because $\kappa=6$ and 8 are not large.

### Other states and the role of the cusp

For an excited s state the steps leading to (5) go through with $\psi$ and $E$ of that state, because they use only stationarity. The operator $G$ is then no longer positive, since a lower level exists, but it remains finite, and it differs from $G_0$ by a factor of order one only for $p\lesssim Z$, with the same corrections in powers of $Z/p$ at larger momenta as in (c), so the relaxation is again of relative order $\kappa^{-2}$. Equations (6) and (11) depend on the state through $A^2\propto\psi_0^2$ alone, so the error is $(16Z^2\psi_0^2/3K^3)(1-3/(\pi\kappa)+\dots)$, while $c_2$ changes with $E$ and with the next term of the tail. The 2s function is $\psi_0(1-Zr/2)e^{-Zr/2}$. Its norm integral is $\int_0^\infty r^2(1-Zr+Z^2r^2/4)e^{-Zr}dr=(2-6+6)/Z^3$, so $4\pi\psi_0^2\cdot2/Z^3=1$ and $\psi_0^2=Z^3/(8\pi)$, one eighth of the 1s value. For hydrogen at $K=40$ bohr$^{-1}$ the second eigenvalue lies $3.2328\times10^{-6}$ Ha above $-1/8$ Ha, and the ratio of the 1s to the 2s error is 7.996. The program asserts the two-term formula for 2s to 0.5%. States with $l\ge1$ have $\psi_0=0$, so the term (6) is absent and a separate analysis is needed for their leading power.

The power law disappears with the cusp. For $V=-Z/\sqrt{r^2+a^2}$ the potential is a power series in $r^2$ near the origin. The missing $1/r$ term gives $\psi_1=0$. The Laplacian lowers powers by two and the potential couples only powers of equal parity, so each odd coefficient is a combination of lower odd coefficients and all of them vanish. Every term of the series in (a) is then zero. The solution of the radial equation is analytic wherever $V$ is, that is, in the strip $|{\rm Im}\,r|<a$ up to the branch points $r=\pm ia$. Since $u\sin(pr)$ is even, (1) can be written as an integral of $u\,e^{ipr}$ over the whole real line, and shifting the contour towards ${\rm Im}\,r=a$ gives $\varphi\sim e^{-ap}$ and an energy error $\sim e^{-2aK}$, both up to powers. For $Z=1$ and $a=1$ bohr the errors at $K=3$, 6 and 9 bohr$^{-1}$, obtained by keeping all $k_n\le K$ in a sphere of radius 30 bohr without the midpoint adjustment (so the effective cutoffs differ from these values by up to half a spacing $\delta$, which matters at the ten per cent level for so steep an error) and measured from the result at $K=20$ bohr$^{-1}$, are $5.5\times10^{-5}$, $1.7\times10^{-8}$ and $1.5\times10^{-11}$ Ha. The program asserts that each successive ratio is below 0.02, where a $K^{-3}$ law would give $1/8$ and $8/27$. It does not test the rate $2a$ itself. A potential smoothed on a length $a$ looks like a point Coulomb potential to momenta below $1/a$, so (7) can apply to it only in the window $Z\ll K\ll1/a$.

### (d) Cutoff for 1 mHa

The target is $\Delta E=1.0\times10^{-3}$ Ha, or 0.0272 eV.

For hydrogen the leading law gives $K^3=1.69765/10^{-3}=1697.65$, so $K=11.929$ bohr$^{-1}$ and $E_{\rm cut}=11.929^2/2=71.2$ Ha. Solving (14) with three terms gives $K=11.511$ bohr$^{-1}$. There $b=1-0.95493/11.511-2.46138/11.511^2=1-0.0830-0.0186=0.8985$ (from the unrounded terms), and $1.69765\times0.8985/11.511^3=1.000\times10^{-3}$ Ha confirms the root. The cutoff is $11.511^2/2=66.25$ Ha, or 1.80 keV. Diagonalisation at this $K$ gives $9.9955\times10^{-4}$ Ha. A cube of side 16 bohr holds $16^3\times11.511^3/(6\pi^2)=1.055\times10^5$ plane waves.

For Cr$^{23+}$, $E=-288$ Ha and $Z^5=7962624$. The leading law gives $K^3=1.69765\times7962624/10^{-3}=1.3518\times10^{10}$, so $K=2382.1$ bohr$^{-1}$ and $E_{\rm cut}=2.837\times10^6$ Ha. This is 39875 times the leading value for hydrogen, the factor $24^{10/3}$. The three-term root is $K=2374.3$ bohr$^{-1}$, with $\kappa=2374.3/24=98.93$ and $b=1-0.95493/98.93-2.46138/98.93^2=1-0.00965-0.00025=0.9901$. The cutoff is $2.82\times10^6$ Ha, or $7.67\times10^7$ eV, and diagonalisation gives $9.9999\times10^{-4}$ Ha.

| | H | Cr$^{23+}$ |
|---|---|---|
| $\kappa$ | 11.51 | 98.93 |
| $b(\kappa)$ | 0.8985 | 0.9901 |
| $E_{\rm cut}$, leading (Ha) | 71.2 | $2.84\times10^6$ |
| $E_{\rm cut}$, three terms (Ha) | 66.3 | $2.82\times10^6$ |
| $\Delta E$, matrix (mHa) | 0.9996 | 1.0000 |
| plane waves, 16 bohr cube | $1.055\times10^5$ | $9.26\times10^{11}$ |
| $K/c$ | 0.084 | 17.3 |

The leading law is better for chromium because the same absolute error is a smaller fraction of the binding energy, and by (8) that requires a larger $\kappa$. The plane-wave counts refer to the same cell for both, as would be needed if the compact ion were part of a system of that size; an isolated ion could use a much smaller cell, but not one smaller by the full factor $Z$ in each direction. At fixed $ZL$ the cell error scales as $Z^2$, like (8), so a shift of about $3\times10^{-6}$ Ha for hydrogen at $L=16$ bohr becomes about 1.7 mHa for $Z=24$ at $ZL=16$, more than the target. The error falls roughly as $e^{-ZL}$, so a modest enlargement, to $ZL\approx20$, is enough.

The last row limits the physical meaning of the numbers. With $c=137.036$ in atomic units, the kinetic energy $p^2/2$ describes an electron only for $p\ll c$. For hydrogen the tail begins at $K/c=0.084$, where the relativistic correction to the kinetic energy is of relative order $(K/c)^2$, and the estimate is consistent. For chromium the discarded momenta exceed $c$ by a factor of at least 17, so the cutoff found is a property of the non-relativistic model Hamiltonian and not of the real ion. The point nucleus is also near its limit there: with a nuclear radius of roughly $10^{-4}$ bohr, a rough size only, the product of $K$ and the radius is about 0.2, not far below the upper edge of the window in which a smoothed potential still acts as a cusp. For a uniformly charged sphere of radius $R_N\approx0.9\times10^{-4}$ bohr the tail error is lowered by about 2%, more than the term $c_1/\kappa$, and the level itself is raised at first order by $\tfrac25Z^4R_N^2\approx1$ mHa, as much as the target.

## Numbers as computed

```
tail amplitude A, H 1s = 0.90032 a.u.
2s: phi p^4/A at p=100 = 0.99990
J = 0.54396, c1 = -0.95493, c2 = -2.46138
prefactor of K^-3 = 1.69765, of Ecut^-3/2 = 0.60021
relaxation coefficient 64J/pi^3 = 1.12280
H:  K[1/bohr] Ecut[Ha]  N  dE_diag[Ha] leading[Ha] 3-term[Ha]
     10      50   95 1.4934e-03 1.6977e-03 1.4938e-03
     20     200  190 2.0071e-04 2.1221e-04 2.0077e-04
     40     800  381 2.5850e-05 2.6526e-05 2.5852e-05
     80    3200  763 3.2748e-06 3.3157e-06 3.2749e-06
H:  K  <T-E>_Q[Ha]  <V>_Q[Ha]  |Q psi|^2  relax[Ha]  relax/formula
   10 1.6675e-03 -1.5857e-04 1.980e-05 1.545e-05 1.376
   20 2.1126e-04 -1.0076e-05 6.321e-07 4.655e-07 1.327
   40 2.6496e-05 -6.3238e-07 1.986e-08 1.341e-08 1.223
   80 3.3148e-06 -3.9565e-08 6.214e-10 3.899e-10 1.138
K=80: change of <T>, <V> in units of leading term = -0.9996, 1.9875
exponent of Ecut between K=40 and 80 = -1.4903
K=80, Z=2: dE = 1.0340e-04 Ha, leading = 1.0610e-04 Ha
K=80, Z=3: dE = 7.7396e-04 Ha, leading = 8.0572e-04 Ha
exponent of Z between Z=1 and 2 at K=80 = 4.9807
K=40: dE(2s) = 3.2328e-06 Ha, dE(1s)/dE(2s) = 7.996
soft Coulomb a=1 bohr, dE at K=3,6,9 = 5.48e-05, 1.72e-08, 1.50e-11 Ha
3D L=16 bohr Ecut=18 Ha: N=14939, Keff=5.9998 1/bohr
   dE 3D = 6.1230e-03, radial = 6.1248e-03, leading = 7.8602e-03 Ha
3D L=16 bohr Ecut=32 Ha: N=35513, Keff=8.0074 1/bohr
   dE 3D = 2.7856e-03, radial = 2.7886e-03, leading = 3.3065e-03 Ha
target error = 1.0e-03 Ha = 0.0272 eV; c = 137.036 a.u.
H: Z=1, E = -0.5 Ha, Z^5 = 1
   leading: K = 11.929 1/bohr, Ecut = 71.155 Ha
   3-term: K = 11.511 1/bohr, kappa = 11.51, bracket = 0.8985
   3-term: Ecut = 66.253 Ha = 1803 eV, K/c = 0.084
   dE by diagonalisation = 9.9955e-04 Ha
   plane waves in 16 bohr cube = 1.055e+05
Cr23+: Z=24, E = -288.0 Ha, Z^5 = 7962624
   leading: K = 2382.1 1/bohr, Ecut = 2.8373e+06 Ha
   3-term: K = 2374.3 1/bohr, kappa = 98.93, bracket = 0.9901
   3-term: Ecut = 2.8185e+06 Ha = 7.67e+07 eV, K/c = 17.3
   dE by diagonalisation = 9.9999e-04 Ha
   plane waves in 16 bohr cube = 9.257e+11
leading Ecut ratio Cr23+/H = 39875
```
